# Interaction Energy of Parallel Dipoles in a Simple-Cubic Vacuum Supercell

## The result

Let identical, rigid, parallel dipoles $\mathbf p$ sit in vacuum on a simple-cubic lattice, one in each cell of edge $L$ and volume $V=L^3$. If the distant boundary is a conductor, so that the macroscopic electric field is zero, the interaction energy per cell is

$$
U=-\frac{p^2}{6\varepsilon_0V}. \tag{1}
$$

In Gaussian units this is $-2\pi p^2/(3V)$. The energy is measured from that of one isolated dipole, whose self-energy is not counted. It does not depend on the direction of $\mathbf p$. A calculation of a polar molecule in a cubic supercell therefore lies too low by $p^2/(6\varepsilon_0V)$ at leading order in $1/L$, and adding this amount recovers the isolated molecule to that order.

The conducting boundary is what an ordinary periodic calculation implies. A periodic potential $\phi$ has equal values on opposite faces of the cell, so the cell average of $-\nabla\phi$ vanishes. That average is the macroscopic field $\mathbf E$. Hence $\mathbf E=0$, although the polarization $\mathbf P=\mathbf p/V$ is not zero.

## First derivation: the Lorentz local field

The field acting on one dipole is the field of everything except that dipole. Draw a sphere around it with a radius much larger than $L$. Outside the sphere the dipoles may be replaced by a continuum of polarization $\mathbf P$; inside, they must be summed one by one. The local field is then

$$
\mathbf E_{\rm loc}=\mathbf E-\mathbf E_{\rm ball}+\mathbf E_{\rm near}. \tag{2}
$$

Here $\mathbf E$ is the field of the complete continuum with its boundary, $\mathbf E_{\rm ball}$ is the part due to the continuum inside the sphere, which is removed, and $\mathbf E_{\rm near}$ is the field of the discrete dipoles put back in its place.

**The removed ball.** A uniformly polarized ball is a pair of balls with charge densities $+\rho$ and $-\rho$, centred at $+\boldsymbol\delta/2$ and $-\boldsymbol\delta/2$, with $\mathbf P=\rho\boldsymbol\delta$ and $\delta\to0$. By Gauss's law, a ball of density $\rho$ centred at $\mathbf c$ has the internal field $\rho(\mathbf r-\mathbf c)/(3\varepsilon_0)$. Adding the two gives

$$
\mathbf E_{\rm ball}=\frac{\rho}{3\varepsilon_0}\left[\left(\mathbf r-\frac{\boldsymbol\delta}{2}\right)-\left(\mathbf r+\frac{\boldsymbol\delta}{2}\right)\right]=-\frac{\mathbf P}{3\varepsilon_0}. \tag{3}
$$

**The near dipoles.** With lattice positions $L\mathbf n$, where $\mathbf n$ has integer components, the field at the origin is

$$
\mathbf E_{\rm near}=\frac{1}{4\pi\varepsilon_0L^3}\sum_{\mathbf n\ne0}\frac{3\mathbf n(\mathbf n\cdot\mathbf p)-n^2\mathbf p}{n^5}. \tag{4}
$$

Take together all sites at one distance $n$. Reflection symmetry makes the sums of $n_xn_y$, $n_yn_z$ and $n_zn_x$ vanish, and cubic symmetry makes the sums of $n_x^2$, $n_y^2$ and $n_z^2$ equal, so each is one third of the sum of $n^2$. The first term in the numerator then adds up to $3\cdot\frac13n^2\mathbf p$ per site and cancels the second. Every shell gives zero, and $\mathbf E_{\rm near}=0$.

With $\mathbf E=0$, equation (2) becomes

$$
\mathbf E_{\rm loc}=\frac{\mathbf P}{3\varepsilon_0}=\frac{\mathbf p}{3\varepsilon_0V}. \tag{5}
$$

**Where this field comes from.** The boundary can be made explicit by placing a finite lattice inside a grounded spherical shell of radius $R$. A charge $q$ at $\mathbf s$ has an image $-qR/s$ at distance $D=R^2/s$ along the same direction $\hat{\mathbf s}$. Near the centre, $1/|\mathbf r-D\hat{\mathbf s}|\approx1/D+\mathbf r\cdot\hat{\mathbf s}/D^2$, so the image potential is

$$
\phi_{\rm im}\approx-\frac{q}{4\pi\varepsilon_0}\frac Rs\left(\frac{s}{R^2}+\frac{s^2\,\mathbf r\cdot\hat{\mathbf s}}{R^4}\right)=-\frac{q}{4\pi\varepsilon_0}\left(\frac1R+\frac{\mathbf r\cdot\mathbf s}{R^3}\right). \tag{6}
$$

The field at the centre is $q\mathbf s/(4\pi\varepsilon_0R^3)$. It is linear in $\mathbf s$, so a dipole produces $\mathbf p/(4\pi\varepsilon_0R^3)$ wherever it sits inside the shell. For $N\approx4\pi R^3/(3V)$ dipoles the sum is $\mathbf p/(3\varepsilon_0V)$, which is (5). The direct fields of the other dipoles cancel at the centre by (4), so the whole local field there comes from charge on the electrode.

A numerical sum shows the same at a site away from the centre, though not close to the shell, where the direct field no longer cancels. For $R=30.5L$ the shell holds 119009 dipoles. In units of $p/(4\pi\varepsilon_0L^3)$ the shell field is 4.1945 both at the centre and at the site $(5,3,-4)L$, and the direct field is 0.0000 at both. The limit is $4\pi/3=4.1888$; the excess of 0.14% at the centre is the excess of the site count over $4\pi R^3/(3V)$.

**From field to energy.** Let the charges of all dipoles grow together, so that each dipole is $\lambda\mathbf p$ with $\lambda$ rising from 0 to 1. The local field is then $\lambda\mathbf E_{\rm loc}$. Adding charges $dq_i$ to one dipole costs $\sum_i dq_i\,\phi(\mathbf r_i)=-d\lambda\,\mathbf p\cdot\lambda\mathbf E_{\rm loc}$, where $\phi$ is the potential of everything else. Charge flowing onto the grounded electrode does so at zero potential and costs nothing. Thus

$$
U=-\int_0^1\lambda\,d\lambda\;\mathbf p\cdot\mathbf E_{\rm loc}=-\frac12\,\mathbf p\cdot\mathbf E_{\rm loc}=-\frac{p^2}{6\varepsilon_0V}. \tag{7}
$$

The sign is negative because the electrode charge produces a field along $\mathbf p$.

## Second derivation: the missing term of a Fourier sum

Replace each point dipole by a smooth one, $\rho(\mathbf r)=-\mathbf p\cdot\nabla g(\mathbf r)$, where $g$ is a normalized Gaussian of width $\sigma\ll L$. Its Fourier transform follows by integration by parts:

$$
\rho_{\mathbf G}=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r=-i\,\mathbf p\cdot\mathbf G\;e^{-\sigma^2G^2/2}. \tag{8}
$$

Poisson's equation gives $\phi_{\mathbf G}=\rho_{\mathbf G}/(\varepsilon_0G^2)$ for each non-zero reciprocal vector. The term $\mathbf G=0$ is left out, so the potential is periodic and has no mean field. The electrostatic energy per cell, $\frac12\int\rho\phi\,d^3r$, is

$$
U_{\rm per}=\frac{1}{2\varepsilon_0V}\sum_{\mathbf G\ne0}\frac{(\mathbf p\cdot\mathbf G)^2}{G^2}e^{-\sigma^2G^2}
=\frac{p^2}{6\varepsilon_0V}\sum_{\mathbf G\ne0}e^{-\sigma^2G^2}. \tag{9}
$$

The second form uses the symmetry argument made below (4), now for reciprocal vectors of equal length: $(\mathbf p\cdot\mathbf G)^2$ averages to $p^2G^2/3$.

For an isolated dipole the sum becomes an integral, $\frac1V\sum_{\mathbf G}\to\int d^3k/(2\pi)^3$, and the average over angles again gives one third:

$$
U_{\rm self}=\frac{p^2}{6\varepsilon_0}\int\frac{d^3k}{(2\pi)^3}e^{-\sigma^2k^2}=\frac{p^2}{6\varepsilon_0}\,h(0),\qquad h(\mathbf r)=\frac{e^{-r^2/4\sigma^2}}{(4\pi\sigma^2)^{3/2}}. \tag{10}
$$

To compare the sum with the integral, place a copy of $h$ on every lattice vector $\mathbf R$. The resulting periodic function has Fourier coefficients $e^{-\sigma^2G^2}/V$. Evaluated at $\mathbf r=0$, this says

$$
\frac1V\sum_{\text{all }\mathbf G}e^{-\sigma^2G^2}=h(0)+\sum_{\mathbf R\ne0}h(\mathbf R). \tag{11}
$$

The sum in (9) lacks the term $\mathbf G=0$, which equals 1. Therefore

$$
U_{\rm per}-U_{\rm self}=-\frac{p^2}{6\varepsilon_0V}+\frac{p^2}{6\varepsilon_0}\sum_{\mathbf R\ne0}h(\mathbf R). \tag{12}
$$

The last sum describes overlap of neighbouring Gaussians. It vanishes as $\sigma\to0$ and leaves (1). For $\sigma=0.1L$ the nearest neighbours already carry a factor $e^{-25}$. Direct summation of the first form of (9) at this width, with $\mathbf p$ along the direction $(1,2,-2)$, less the self-energy (10), gives $-2.094395$ in units of $p^2/(4\pi\varepsilon_0L^3)$, equal to $-2\pi/3$ in all printed digits.

## What each derivation assumes

**Boundary.** The first derivation inserts $\mathbf E=0$ by hand, so another boundary can be inserted instead. For a spherical sample in vacuum, (3) gives $\mathbf E=-\mathbf P/(3\varepsilon_0)$. The local field is then zero, and so is the interaction energy per cell. In the second derivation the boundary is hidden in the omission of $\mathbf G=0$.

**Cell shape.** Both derivations use cubic symmetry, once in real space and once in reciprocal space. In a tetragonal cell with $c=1.5a$, the sum (9) before averaging, less the self-energy (10), gives, in units of $p^2/(4\pi\varepsilon_0a^3)$, an energy of $-2.252$ for $\mathbf p$ along $a$ and $+0.315$ for $\mathbf p$ along $c$. The mean over the three axes is $-1.396=-(2\pi/3)/1.5$. This value is general, since adding $(\mathbf p\cdot\mathbf G)^2$ for three perpendicular directions gives $p^2G^2$ without any cubic symmetry.

The near field explains the splitting. A head-to-tail neighbour at distance $d$ contributes $-2/d^3$ and a side-by-side neighbour $+1/d^3$. With half of each pair energy assigned to the cell, the neighbours along the three axes give

$$
\frac12\left(-4+2+\frac{2}{1.5^3}\right)=-0.70,\qquad
\frac12\left(4-\frac{4}{1.5^3}\right)=+1.41
$$

for $\mathbf p$ along $a$ and $c$. The full departures from the mean are $-0.86$ and $+1.71$, so these six neighbours supply most of the effect.

**Shape of the charge.** The first derivation takes point dipoles, the second Gaussian ones. For a general group of charges $q_i$ at $\mathbf r_i$, write the periodic potential of a unit charge with its uniform neutralizing background as $[1/r+w(\mathbf r)]/(4\pi\varepsilon_0)$. The background requires $\nabla^2w=4\pi/V$ near the origin. Since $\nabla^2r^2=6$, cubic symmetry gives

$$
w(\mathbf r)=w_0+\frac{2\pi r^2}{3V}+\frac{5K_4}{2L^5}\left(x^4+y^4+z^4-\frac35r^4\right)+\dots \tag{13}
$$

The quartic term is the one cubic combination of that order with zero Laplacian. Its coefficient comes from expanding the potentials of the image charges: along a cube edge it must equal $K_4r^4/L^5$, with $K_4=\sum_{\mathbf n\ne0}P_4(n_z/n)/n^5=3.108$ and $P_4$ the Legendre polynomial.

The interaction energy is $\frac12\sum_{ij}q_iq_jw(\mathbf r_i-\mathbf r_j)/(4\pi\varepsilon_0)$. For a neutral group $w_0$ drops out. In the quadratic term, $|\mathbf r_i-\mathbf r_j|^2=r_i^2+r_j^2-2\mathbf r_i\cdot\mathbf r_j$; the first two parts vanish because $\sum_iq_i=0$, and the third leaves $-2\pi p^2/(3V)$. Equation (1) is thus the whole $L^{-3}$ term for any compact neutral group, whatever its quadrupole moment. The next term falls as $L^{-5}$ and depends on orientation.

**Net charge.** For a charged defect model in vacuum, with total charge $q$ and a uniform background, the same sum keeps two more pieces:

$$
U=\frac{1}{4\pi\varepsilon_0}\left[\frac{q^2w_0}{2}+\frac{2\pi}{3V}\left(qQ-p^2\right)\right]+O(L^{-5}),\qquad Q=\sum_iq_ir_i^2. \tag{14}
$$

Here $w_0=-2.8373/L$, from an Ewald sum with the cell average of the potential set to zero, so that the background adds no further term. Moving the origin so that $\mathbf r_i\to\mathbf r_i+\mathbf a$ changes both $qQ$ and $p^2$ by $2q\,\mathbf a\cdot\mathbf p+q^2a^2$. Their difference is unchanged, but $p^2$ alone is not. The dipole correction (1) therefore cannot be applied by itself to a charged cell.

**Rigidity.** Both derivations hold $\mathbf p$ fixed. If the dipole has polarizability $\alpha$ along $\mathbf p$, an induced moment $m$ costs $m^2/(2\alpha)$. With $k=1/(3\varepsilon_0V)$, the energy to minimize is $m^2/(2\alpha)-k(p+m)^2/2$. Setting its derivative to zero gives $m=\alpha k(p+m)$, hence $p+m=p/(1-\alpha k)$, and

$$
U=\frac{kp^2(\alpha k-1)}{2(1-\alpha k)^2}=-\frac{p^2}{6\varepsilon_0V}\,\frac{1}{1-\alpha/(3\varepsilon_0V)}. \tag{15}
$$

This linear model requires $\alpha k<1$.

## A water-like molecule in a box

Water vapour is an oxidant in the atomic-layer deposition of high-k oxides, and the energy of the free molecule can serve as a reference for defect formation energies. The model here has a dipole of $0.04\ e\,$nm, or 1.92 debye, roughly that of water. A charge of $-0.667e$ sits at the origin and two charges of $+0.333e$ sit at $(\pm0.08,0,0.06)$ nm, so that $p=2(0.333)(0.06)=0.04\ e\,$nm along a cube edge. These are round model parameters, not an electronic-structure result.

With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm and $L=1$ nm, the local field is

$$
E_{\rm loc}=\frac{4\pi}{3}\,\frac{1.440\times0.04}{1^3}\ \mathrm{V/nm}=0.241\ \mathrm{V/nm}=2.41\ \mathrm{MV/cm}.
$$

The polarization is 0.64 µC/cm². The energy is $U=-\frac12(0.04)(0.2413)$ eV $=-4.83$ meV. An Ewald sum over the three point charges, less their isolated energy, gives the comparison:

| $L$ (nm) | Equation (1) (meV) | Ewald (meV) |
|---|---:|---:|
| 1.0 | −4.825 | −4.467 |
| 1.5 | −1.430 | −1.383 |
| 2.0 | −0.603 | −0.592 |
| 3.0 | −0.179 | −0.177 |

At 1 nm the difference is 0.36 meV, or 7% of the magnitude of (1); at 3 nm it is below 1%. The quartic term of (13) accounts for it. The two positive charges, 0.16 nm apart along a cube edge, contribute $1.440\times0.333^2\times3.108\times0.16^4$ eV $=0.33$ meV, and the two bonds add 0.03 meV. From 1 to 2 nm the difference falls by a factor of 32, which is $2^5$.

For this dipole, the magnitude of (1) drops to 1 meV at $L=4.825^{1/3}=1.69$ nm. At fixed $L$ equation (1) grows as $p^2$, so for a dipole five times larger it gives 121 meV at 1 nm. If the larger dipole comes from scaling the three charges by five, their finite extent reduces this to 112 meV.

A real molecule departs from the model in several ways, sized here for $L=1$ nm:

- **Finite extent and orientation.** Over 100 random orientations of the three-charge model, the finite extent of the charges shifts the energy by between $-0.27$ and $+0.36$ meV relative to (1); the extremes over all orientations are $-0.28$ and $+0.39$ meV. The quadrupole moment of real water is about 1.6 times that of the model, and its shifts are larger by a factor of roughly 1.5 to 2.
- **Induced polarization.** A rough polarizability volume $\alpha/(4\pi\varepsilon_0)=0.0015$ nm³ gives $\alpha k=0.0063$ and a shift of $-0.03$ meV.
- **Dispersion.** The London estimate, with a rough ionization energy $I=12$ eV, is $-0.09$ meV.
- **Overlap.** Wavefunctions decaying as $e^{-\kappa r}$ with $\kappa=\sqrt{2m_eI}/\hbar=17.7$ nm⁻¹ across the 0.84 nm gap give a coupling between the orbitals of neighbouring cells of roughly $Ie^{-0.84\kappa}$, or 0.004 meV. This sets the width of the occupied bands. For closed shells the total energy changes only at second order in the overlap, so the number is a ceiling and the true shift is far smaller. In a calculation with a semilocal density functional the highest orbital is bound by only about 7.2 eV (PBE) and decays more slowly; the same estimate of the coupling then gives about 0.07 meV.
- **Ionization.** The local field is about one hundredth of $I^2/(4e^3/4\pi\varepsilon_0)=250$ MV/cm, the field at which the barrier would disappear for an electron bound with energy $I$ to a unit point charge.

Among these energy shifts the finite extent is the largest for the orientation of the table and for most others, with a root mean square of 0.18 meV over orientations. It changes sign with orientation, however, and in about a third of random orientations of the model it is smaller than the dispersion estimate. The thermal energy at a process temperature of 500 K is 43 meV, but the image energy is an artefact of the box and is to be removed whatever the temperature.

Cell shape can matter more than any of these. With $a=1$ nm and $c=1.5$ nm, the tetragonal point-dipole energies above become $-5.2$ meV for $\mathbf p$ along $a$ and $+0.7$ meV along $c$, so applying the cubic value in the second case would give even the wrong sign. A real gate stack is further away still: its dipoles lie in polarizable oxide layers, not in vacuum on a cubic lattice. Equation (1) applies to the gas-phase reference molecule, not to a dipole inside the stack.
